# Choosing the phonon cutoff for a two-site Holstein polaron: a numerical check

```python
"""Cutoff error of the one-carrier Holstein dimer; energies in units of hbar*omega.

Result under test: for the lowest level E_M of a parity sector p with M states
of the relative phonon mode, the error delta = E_M - E_0 obeys
  2 r2/(D + sqrt(D^2 + 4 r2)) <= delta <= r2/(L - E_M),   L > E_M,
r2 = a M c_last^2     squared residual norm (c_last: last vector component),
D = M - p t (-1)^M - E_M,
L = lower bound on the second level, from the Lang-Firsov limit (t = 0)
    or from the zero-coupling limit (alpha = 0).
t: hopping, g: site coupling, alpha = g/sqrt(2), a = alpha^2.
"""
import math
import numpy as np
import mpmath as mp

REFERENCE_SIZE = 60


def sector_matrix(t, alpha, p, M):
    n = np.arange(M)
    off = -alpha * np.sqrt(np.arange(1, M))
    return np.diag(n - p * t * (-1.0) ** n) + np.diag(off, 1) + np.diag(off, -1)


def levels(t, alpha, p, M=REFERENCE_SIZE):
    return np.linalg.eigvalsh(sector_matrix(t, alpha, p, M))


def second_level_bounds(t, alpha, p):
    """Lower bounds on the second level: (Lang-Firsov, zero coupling)."""
    lang_firsov = 1 - alpha**2 - t
    if alpha >= 1:
        return lang_firsov, -math.inf
    # two increasing ladders (even n, odd n): four levels contain the second
    ladder = sorted((1 - alpha) * n - p * t * (-1) ** n for n in range(4))
    return lang_firsov, ladder[1] - alpha


def certify(t, alpha, p, M):
    """Truncated energy, lower and upper bound on its cutoff error."""
    values, vectors = np.linalg.eigh(sector_matrix(t, alpha, p, M))
    energy = values[0]
    r2 = alpha**2 * M * vectors[-1, 0] ** 2
    D = M - p * t * (-1) ** M - energy
    root = math.sqrt(D * D + 4 * r2)
    lower = 2 * r2 / (D + root) if D + root > 0 else 0.0
    gap = max(second_level_bounds(t, alpha, p)) - energy
    upper = r2 / gap if gap > 1e-12 else math.inf
    return energy, lower, upper


def site_hamiltonian(t, g, N):
    """Two-site Hamiltonian, N phonon states on each site, no mode separation."""
    b = np.diag(np.sqrt(np.arange(1, N)), 1)
    x, number, one = b + b.T, np.diag(np.arange(N) * 1.0), np.eye(N)
    hop = np.array([[0.0, 1.0], [1.0, 0.0]])
    phonons = np.kron(number, one) + np.kron(one, number)
    return (-t * np.kron(hop, np.eye(N * N)) + np.kron(np.eye(2), phonons)
            - g * np.kron(np.diag([1.0, 0.0]), np.kron(x, one))
            - g * np.kron(np.diag([0.0, 1.0]), np.kron(one, x)))


def inverse_root_sum(a, M):
    return sum(math.comb(M, k) * math.factorial(k - 1) / a**k
               for k in range(1, M + 1))


def lang_firsov_error(a, M):
    return levels(0.0, math.sqrt(a), 1, M)[0] + a


t, g = 0.4, math.sqrt(3.0)
alpha = g / math.sqrt(2)
a = alpha**2
exact = {p: levels(t, alpha, p)[0] for p in (1, -1)}

# Parity blocks reproduce the relative-mode Hamiltonian at a finite cutoff.
M = 7
b = np.diag(np.sqrt(np.arange(1, M)), 1)
relative = (-t * np.kron([[0, 1], [1, 0]], np.eye(M))
            + np.kron(np.eye(2), np.diag(np.arange(M)))
            - alpha * np.kron(np.diag([1, -1]), b + b.T))
blocks = np.sort(np.concatenate([levels(t, alpha, p, M) for p in (1, -1)]))
assert np.allclose(np.linalg.eigvalsh(relative), blocks, atol=1e-11)

# Mode separation agrees with the converged site-basis Hamiltonian.
site_levels = np.linalg.eigvalsh(site_hamiltonian(t, g, 22))[:2]
assert np.allclose(site_levels, [exact[1] - a, exact[-1] - a], atol=1e-8)

# Lang-Firsov levels, first order in hopping, and variational energies.
assert np.allclose(levels(0.0, alpha, 1)[:5], np.arange(5) - a, atol=1e-10)
small = 1e-3
slope = (levels(small, alpha, -1)[0] - levels(small, alpha, 1)[0]) / (2 * small)
assert abs(slope / math.exp(-2 * a) - 1) < 1e-3
variational = {p: -a - p * t * math.exp(-2 * a) for p in (1, -1)}
assert all(exact[p] <= variational[p] for p in (1, -1))

# Zero coupling: no error once the needed phonon state is present.
for hopping in (0.4, 0.8, 2.0):
    assert abs(levels(hopping, 0.0, 1, 1)[0] - levels(hopping, 0.0, 1)[0]) < 1e-12
    assert abs(levels(hopping, 0.0, -1, 2)[0] - levels(hopping, 0.0, -1)[0]) < 1e-12
missed = levels(0.8, 0.0, -1, 1)[0] - levels(0.8, 0.0, -1)[0]
assert missed > 0.5 and math.isinf(certify(0.8, 0.0, -1, 1)[2])

# Bracket of the truncation error at zero hopping.
for strength in (0.25, 1.5, 3.0):
    for M in range(1, 13):
        error = lang_firsov_error(strength, M)
        S = inverse_root_sum(strength, M)
        H = sum(1 / j for j in range(1, M))
        assert error >= 1 / S - 1e-12
        if S > H:
            assert error <= 1 / (S - H) + 1e-12

# Large-cutoff law, against a high-precision diagonalization.
mp.mp.dps = 60
big = 30
A = mp.matrix(big, big)
for n in range(big):
    A[n, n] = n
    if n + 1 < big:
        A[n, n + 1] = A[n + 1, n] = -mp.sqrt(mp.mpf(3) / 2 * (n + 1))
big_error = min(mp.eigsy(A, eigvals_only=True)) + mp.mpf(3) / 2
law = mp.exp(-mp.mpf(3) / 2) * (mp.mpf(3) / 2) ** big / mp.factorial(big - 1)
law_ratio = float(big_error / law)
assert abs(law_ratio * (1 + a / big) - 1) < 0.01

# Site truncation at zero hopping has the error of a doubled parameter a.
site_error = np.linalg.eigvalsh(site_hamiltonian(0.0, g, 10))[0] + g**2
assert abs(site_error - lang_firsov_error(g**2, 10)) < 1e-10
assert site_error > lang_firsov_error(a, 10)

# Scan: second-level bounds and both error bounds; slack covers rounding.
certified = refused = 0
for hopping in (0.1, 0.4, 1.0, 2.0):
    for coupling in (0.1, 0.5, 1.2):
        for p in (1, -1):
            full = levels(hopping, coupling, p)
            assert max(second_level_bounds(hopping, coupling, p)) <= full[1] + 1e-11
            for M in (2, 4, 8, 12):
                energy, lower, upper = certify(hopping, coupling, p, M)
                error = energy - full[0]
                assert lower <= error + 1e-11
                if math.isinf(upper):
                    refused += 1
                else:
                    certified += 1
                    assert error <= upper + 1e-11
assert certified > 0

# A case that only the zero-coupling bound can certify.
weak_energy, _, weak_upper = certify(2.0, 0.1, -1, 6)
weak_LF, weak_zero = second_level_bounds(2.0, 0.1, -1)
assert weak_LF < weak_energy < weak_zero and math.isfinite(weak_upper)

# At finite hopping the error can exceed its zero-hopping value.
counter = levels(0.3, 0.5, -1, 2)[0] - levels(0.3, 0.5, -1)[0]
counter_LF = lang_firsov_error(0.25, 2)
assert counter > counter_LF

print("All energies in units of hbar*omega")
print(f"hopping t = {t:.3f}; g^2 = {g*g:.3f}; a = {a:.3f} (g^2, a: no unit)")
for p in (1, -1):
    L = second_level_bounds(t, alpha, p)[0]
    print(f"p={p:+d}: converged E0 = {exact[p]:.9f}, variational {variational[p]:.9f}")
    print(f"p={p:+d}: converged E1 = {levels(t, alpha, p)[1]:.6f}, bound L = {L:.6f}")
cutoffs = (4, 6, 8, 10, 12, 14)
for p in (1, -1):
    print(f"p={p:+d}: M, E_M, lower bound, true error, upper bound")
    for M in cutoffs:
        energy, lower, upper = certify(t, alpha, p, M)
        error = energy - exact[p]
        assert lower <= error + 1e-12 and error <= upper + 1e-12
        print(f"{M:3d} {energy:.9f} {lower:.3e} {error:.3e} {upper:.3e}")
print("zero hopping: M, lower bound 1/S, true error, large-M law")
for M in cutoffs:
    simple = math.exp(-a) * a**M / math.factorial(M - 1)
    print(f"{M:3d} {1/inverse_root_sum(a, M):.3e} "
          f"{lang_firsov_error(a, M):.3e} {simple:.3e}")
print(f"true error / large-M law at M={big}: {law_ratio:.4f} (no unit)")

target = 1e-6
sizes = range(2, 40)
M_cert = next(M for M in sizes
              if max(certify(t, alpha, p, M)[2] for p in (1, -1)) < target)
M_true = next(M for M in sizes
              if max(levels(t, alpha, p, M)[0] - exact[p] for p in (1, -1)) < target)
M_LF = next(M for M in sizes if lang_firsov_error(a, M) < target)
assert M_cert >= M_true
splitting = exact[-1] - exact[1]
split_M = levels(t, alpha, -1, M_cert)[0] - levels(t, alpha, 1, M_cert)[0]
split_bound = max(certify(t, alpha, p, M_cert)[2] for p in (1, -1))
assert abs(split_M - splitting) <= split_bound + 1e-12
print(f"target error {target:.1e}: M certified {M_cert}, "
      f"needed {M_true}, zero-hopping {M_LF}")
print(f"splitting at certified M: {split_M:.9f}, error bound {split_bound:.2e}")
print(f"converged splitting: {splitting:.9f}")
print(f"first-order splitting 2t exp(-2a): {2*t*math.exp(-2*a):.9f}")
print(f"total ground energy with in-phase mode: {exact[1]-a:.9f}")
print(f"zero hopping, 10 states: site modes {site_error:.3e}, "
      f"relative mode {lang_firsov_error(a, 10):.3e}")
print(f"t=0.3, a=0.25, p=-1, M=2: error {counter:.5f}, at t=0 {counter_LF:.5f}")
print(f"t=0.8, a=0, p=-1, M=1: error {missed:.3f}, certificate refused")
print(f"t=2, a=0.01, p=-1, M=6: E_M = {weak_energy:.6f}")
print(f"  L Lang-Firsov {weak_LF:.4f}, L zero coupling {weak_zero:.4f}")
print(f"scan: {certified} cases certified, {refused} refused (counts)")
print("no test failed")
```

It prints:

```
All energies in units of hbar*omega
hopping t = 0.400; g^2 = 3.000; a = 1.500 (g^2, a: no unit)
p=+1: converged E0 = -1.553843356, variational -1.519914827
p=+1: converged E1 = -0.638249, bound L = -0.900000
p=-1: converged E0 = -1.512393775, variational -1.480085173
p=-1: converged E1 = -0.445251, bound L = -0.900000
p=+1: M, E_M, lower bound, true error, upper bound
  4 -1.447537468 4.763e-02 1.063e-01 4.432e-01
  6 -1.541738184 6.737e-03 1.211e-02 7.504e-02
  8 -1.553140687 4.614e-04 7.027e-04 6.467e-03
 10 -1.553820473 1.655e-05 2.288e-05 2.824e-04
 12 -1.553842880 3.659e-07 4.767e-07 7.362e-06
 14 -1.553843349 5.541e-09 6.933e-09 1.284e-07
p=-1: M, E_M, lower bound, true error, upper bound
  4 -1.377554517 6.183e-02 1.348e-01 7.561e-01
  6 -1.497060817 8.479e-03 1.533e-02 1.123e-01
  8 -1.511480775 5.959e-04 9.130e-04 9.660e-03
 10 -1.512363362 2.192e-05 3.041e-05 4.264e-04
 12 -1.512393130 4.938e-07 6.449e-07 1.122e-05
 14 -1.512393765 7.592e-09 9.514e-09 1.973e-07
zero hopping: M, lower bound 1/S, true error, large-M law
  4 1.125e-01 1.272e-01 1.883e-01
  6 1.433e-02 1.470e-02 2.118e-02
  8 8.775e-04 8.792e-04 1.135e-03
 10 2.937e-05 2.938e-05 3.546e-05
 12 6.247e-07 6.247e-07 7.253e-07
 14 9.240e-09 9.240e-09 1.046e-08
true error / large-M law at M=30: 0.9482 (no unit)
target error 1.0e-06: M certified 14, needed 12, zero-hopping 12
splitting at certified M: 0.041449584, error bound 1.97e-07
converged splitting: 0.041449582
first-order splitting 2t exp(-2a): 0.039829655
total ground energy with in-phase mode: -3.053843356
zero hopping, 10 states: site modes 5.245e-03, relative mode 2.938e-05
t=0.3, a=0.25, p=-1, M=2: error 0.08547, at t=0 0.04289
t=0.8, a=0, p=-1, M=1: error 0.600, certificate refused
t=2, a=0.01, p=-1, M=6: E_M = -1.007331
  L Lang-Firsov -1.0100, L zero coupling 0.6000
scan: 85 cases certified, 11 refused (counts)
no test failed
```
